**Axial masses of a [110] silicon wire**

For a wire along [110], the program tests that each subband follows $E(k)=E(0)+\hbar^2k^2/(2m\,m_w)$, with $m_w=m_t$ for the two [001] valleys and $m_w=(m_l+m_t)/2$ for the other four. Here $m$ is the free electron mass, $m_l$ and $m_t$ are the longitudinal and transverse valley masses in units of $m$, and $k$ is the axial wave number measured from the projected valley minimum. It asserts that numerical minimization over the transverse momenta reproduces these masses in all six valleys. It also diagonalizes the coupled transverse problem with a non-separable potential, for two orientations of the cross-section, and asserts the masses of three subbands and the mean transverse momenta of the lowest one. The largest relative mass error in the output is $3.0\times10^{-4}$, within the asserted tolerance of $3\times10^{-3}$. Finite differences test the lowest edges of two rectangular wires, their order, and the crossing at a height of $\sqrt2$ times the width. With $m_l=0.916$ and $m_t=0.19$, the output gives axial masses of 0.190 for two valleys and 0.553 for four.

## Numerical check

```python
"""
Result under test: in a silicon wire along [110], confined by any local
potential V(b,c), each subband is E(k) = E(0) + hbar^2 k^2 / (2 m m_w), with
  m_w = m_t              for the two [001] valleys,
  m_w = (m_l + m_t)/2    for the four [100] and [010] valleys.
m_l, m_t : longitudinal and transverse valley masses in electron masses m
a, b, c  : wire axis [110], transverse axes [1-10] and [001]
W        : inverse mass tensor; k : axial wave number from the valley minimum
Energies are in meV, lengths in nm, wave numbers in 1/nm.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import minimize

M_L, M_T = 0.916, 0.19
KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e3 * 1e18  # meV nm^2
HEAVY = (M_L + M_T) / 2
SHIFT = (M_L - M_T) / (M_L + M_T)
NAMES = ["[100]", "[010]", "[001]"]
FORMULA_MASS = [HEAVY, HEAVY, M_T]
FORMULA_SHIFT = [SHIFT, -SHIFT, 0.0]


def inverse_mass(valley_direction, tilt=0.0):
    """Inverse mass tensor in wire axes; tilt turns b and c about a."""
    u = np.asarray(valley_direction, float)
    crystal = np.eye(3) / M_T + (1 / M_L - 1 / M_T) * np.outer(u, u)
    a = np.array([1, 1, 0]) / np.sqrt(2)
    b0 = np.array([1, -1, 0]) / np.sqrt(2)
    c0 = np.array([0, 0, 1.0])
    b = np.cos(tilt) * b0 + np.sin(tilt) * c0
    c = -np.sin(tilt) * b0 + np.cos(tilt) * c0
    axes = np.array([a, b, c])
    return axes @ crystal @ axes.T


print("hbar^2/(2m) = %.4f meV nm^2" % KIN)
print("Input masses: m_l = %.3f m, m_t = %.3f m" % (M_L, M_T))
W100 = inverse_mass([1, 0, 0])
print("[100] valley: W_aa = %.4f, W_ab = %.4f, W_bb = %.4f, W_cc = %.4f (1/m)"
      % (W100[0, 0], W100[0, 1], W100[1, 1], W100[2, 2]))

# Test 1: lowest energy at fixed axial momentum, for all six valleys.
counts = {"light": 0, "heavy": 0}
for i in range(3):
    for sign in (1, -1):
        W = inverse_mass(sign * np.eye(3)[i])

        def scaled_energy(pt):
            p = np.array([1.0, pt[0], pt[1]])
            return p @ W @ p

        mass = 1 / minimize(scaled_energy, [0.1, -0.2]).fun
        assert abs(mass - FORMULA_MASS[i]) < 1e-6
        counts["light" if mass < 0.3 else "heavy"] += 1
        print("Valley %s%s: axial mass by minimization = %.4f m"
              % ("+" if sign > 0 else "-", NAMES[i], mass))
assert counts == {"light": 2, "heavy": 4}
print("Number of valleys: light %d, heavy %d"
      % (counts["light"], counts["heavy"]))
frozen = 1 / W100[0, 0]
print("Mistaken mass with transverse momenta set to zero = %.4f m" % frozen)

# Test 2: coupled quantum problem in a sine basis, non-separable potential.
NB = 22
WIDTH, HEIGHT, V0 = 6.0, 5.0, 80.0
nodes, weights = np.polynomial.legendre.leggauss(90)
s = (nodes + 1) / 2
weights = weights / 2
orders = np.arange(1, NB + 1)
sines = np.sqrt(2) * np.sin(np.pi * np.outer(orders, s))


def momentum(length):
    """Matrix of -i d/dy between normalized box sines."""
    r, q = np.meshgrid(orders, orders, indexing="ij")
    odd = (r + q) % 2 == 1
    den = np.where(odd, r**2 - q**2, 1)
    return -1j * np.where(odd, 4 * r * q / (length * den), 0.0)


one = np.eye(NB)
Pb = np.kron(momentum(WIDTH), one)
Pc = np.kron(one, momentum(HEIGHT))
Pbc = np.kron(momentum(WIDTH), momentum(HEIGHT))
Pb2 = np.kron(np.diag((orders * np.pi / WIDTH)**2), one)
Pc2 = np.kron(one, np.diag((orders * np.pi / HEIGHT)**2))
linear = (sines * (weights * s)) @ sines.T
square = (sines * (weights * s**2)) @ sines.T
V = V0 * np.kron(linear, square)


def subbands(W, k):
    H = KIN * (W[0, 0] * k**2 * np.eye(NB**2)
               + 2 * k * (W[0, 1] * Pb + W[0, 2] * Pc)
               + W[1, 1] * Pb2 + W[2, 2] * Pc2 + 2 * W[1, 2] * Pbc) + V
    return eigh(H, subset_by_index=[0, 2])


print("Test wire: %.1f nm x %.1f nm, V = V0 (b/Lb)(c/Lc)^2, V0 = %.1f meV"
      % (WIDTH, HEIGHT, V0))
worst_mass = worst_shift = 0.0
for degrees in (0, 30):
    tilt = np.radians(degrees)
    for i in range(3):
        W = inverse_mass(np.eye(3)[i], tilt)
        E0 = subbands(W, 0.0)[0]
        for k in (0.3, 0.6):
            E, states = subbands(W, k)
            masses = KIN * k**2 / (E - E0)
            error = np.max(np.abs(masses / FORMULA_MASS[i] - 1))
            worst_mass = max(worst_mass, error)
            g = states[:, 0]
            mean = np.array([np.vdot(g, Pb @ g).real,
                             np.vdot(g, Pc @ g).real]) / k
            expected = FORMULA_SHIFT[i] * np.array([np.cos(tilt),
                                                    -np.sin(tilt)])
            worst_shift = max(worst_shift, np.max(np.abs(mean - expected)))
            if k == 0.3:
                print("%s, section at %d deg: masses of 3 subbands = "
                      "%.4f %.4f %.4f m" % (NAMES[i], degrees, *masses))
                if degrees == 0:
                    print("  mean transverse momentum <p_b>/(hbar k) = %.4f"
                          % mean[0])
            if k == 0.3 and degrees == 0 and i == 0:
                rise = E[0] - E0[0]
# The finite sine basis converges as the inverse cube of its size.
assert worst_mass < 3e-3
assert worst_shift < 3e-3
print("Largest relative mass error = %.1e" % worst_mass)
print("Largest error of <p_t>/(hbar k) = %.1e" % worst_shift)
print("Formula (m_l-m_t)/(m_l+m_t) = %.4f" % SHIFT)
print("[100] energy rise at k = 0.3 1/nm: diagonalization %.3f meV" % rise)
print("  with mass (m_l+m_t)/2: %.3f meV" % (KIN * 0.3**2 / HEAVY))
print("  with mistaken mass: %.3f meV" % (KIN * 0.3**2 / frozen))


# Test 3: lowest hard-wall edges by finite differences on a rectangle.
def edge_grid(W, width, height, n=30):
    hb, hc = width / (n + 1), height / (n + 1)
    second = 2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)
    first = (np.eye(n, k=1) - np.eye(n, k=-1)) / 2
    H = KIN * (W[1, 1] * np.kron(second, np.eye(n)) / hb**2
               + W[2, 2] * np.kron(np.eye(n), second) / hc**2
               - 2 * W[1, 2] * np.kron(first, first) / (hb * hc))
    return eigh(H, eigvals_only=True, subset_by_index=[0, 0])[0]


def edge_formula(group, width, height):
    if group == "light":
        wb, wc = 1 / M_T, 1 / M_L
    else:
        wb, wc = (1 / M_L + 1 / M_T) / 2, 1 / M_T
    return KIN * np.pi**2 * (wb / width**2 + wc / height**2)


W001 = inverse_mass([0, 0, 1])
for width, height in ((5.0, 5.0), (5.0, 10.0)):
    light = edge_formula("light", width, height)
    heavy = edge_formula("heavy", width, height)
    grid_light = edge_grid(W001, width, height)
    grid_heavy = edge_grid(W100, width, height)
    # Grid error is about (pi/31)^2/12, below one part in a thousand.
    assert abs(grid_light / light - 1) < 2e-3
    assert abs(grid_heavy / heavy - 1) < 2e-3
    assert (grid_light < grid_heavy) == (height < np.sqrt(2) * width)
    print("Width %.1f nm, height %.1f nm: edges light pair %.2f meV, "
          "heavy four %.2f meV" % (width, height, light, heavy))
    print("  finite differences: %.2f meV, %.2f meV"
          % (grid_light, grid_heavy))
    print("  lowest group: %s, axial mass %.3f m, lower by %.2f meV"
          % (("light pair", M_T, heavy - light) if light < heavy
             else ("heavy four", HEAVY, light - heavy)))
cross_height = np.sqrt(2) * 5.0
cross_light = edge_grid(W001, 5.0, cross_height)
cross_heavy = edge_grid(W100, 5.0, cross_height)
assert abs(cross_light / cross_heavy - 1) < 1e-6
print("Crossing for width 5.0 nm: height %.3f nm" % cross_height)
print("  grid edges there: light %.3f meV, heavy %.3f meV"
      % (cross_light, cross_heavy))
print("Final axial masses: two valleys %.3f m, four valleys %.3f m"
      % (M_T, HEAVY))
print("In grams: %.3e g and %.3e g"
      % (M_T * const.m_e * 1e3, HEAVY * const.m_e * 1e3))
print("verified")
```

Running it gives:

```
hbar^2/(2m) = 38.0998 meV nm^2
Input masses: m_l = 0.916 m, m_t = 0.190 m
[100] valley: W_aa = 3.1774, W_ab = -2.0857, W_bb = 3.1774, W_cc = 5.2632 (1/m)
Valley +[100]: axial mass by minimization = 0.5530 m
Valley -[100]: axial mass by minimization = 0.5530 m
Valley +[010]: axial mass by minimization = 0.5530 m
Valley -[010]: axial mass by minimization = 0.5530 m
Valley +[001]: axial mass by minimization = 0.1900 m
Valley -[001]: axial mass by minimization = 0.1900 m
Number of valleys: light 2, heavy 4
Mistaken mass with transverse momenta set to zero = 0.3147 m
Test wire: 6.0 nm x 5.0 nm, V = V0 (b/Lb)(c/Lc)^2, V0 = 80.0 meV
[100], section at 0 deg: masses of 3 subbands = 0.5530 0.5528 0.5530 m
  mean transverse momentum <p_b>/(hbar k) = 0.6564
[010], section at 0 deg: masses of 3 subbands = 0.5530 0.5528 0.5530 m
  mean transverse momentum <p_b>/(hbar k) = -0.6564
[001], section at 0 deg: masses of 3 subbands = 0.1900 0.1900 0.1900 m
  mean transverse momentum <p_b>/(hbar k) = 0.0000
[100], section at 30 deg: masses of 3 subbands = 0.5530 0.5529 0.5529 m
[010], section at 30 deg: masses of 3 subbands = 0.5530 0.5529 0.5529 m
[001], section at 30 deg: masses of 3 subbands = 0.1900 0.1900 0.1900 m
Largest relative mass error = 3.0e-04
Largest error of <p_t>/(hbar k) = 7.0e-05
Formula (m_l-m_t)/(m_l+m_t) = 0.6564
[100] energy rise at k = 0.3 1/nm: diagonalization 6.201 meV
  with mass (m_l+m_t)/2: 6.201 meV
  with mistaken mass: 10.895 meV
Width 5.0 nm, height 5.0 nm: edges light pair 95.58 meV, heavy four 126.96 meV
  finite differences: 95.50 meV, 126.85 meV
  lowest group: light pair, axial mass 0.190 m, lower by 31.37 meV
Width 5.0 nm, height 10.0 nm: edges light pair 83.27 meV, heavy four 67.58 meV
  finite differences: 83.20 meV, 67.53 meV
  lowest group: heavy four, axial mass 0.553 m, lower by 15.69 meV
Crossing for width 5.0 nm: height 7.071 nm
  grid edges there: light 87.300 meV, heavy 87.300 meV
Final axial masses: two valleys 0.190 m, four valleys 0.553 m
In grams: 1.731e-28 g and 5.037e-28 g
verified
```
